\section*{Does inversion symmetry forbid spin texture? A Rashba bilayer}

\section*{Question}

I learned that spin-orbit coupling produces a spin texture in a band structure only if the crystal lacks an inversion centre. The argument was that inversion together with time reversal makes every band doubly degenerate, with opposite spins in the two states, so nothing is left to see.

Now consider two identical layers related by inversion, one with Rashba coupling $+\alpha$ and the other with $-\alpha$, and let electrons tunnel between them. The structure has an inversion centre, yet each layer by itself has a Rashba texture. Does tunnelling wipe that texture out? If not, what exactly does inversion forbid, is the surviving spin more than an arbitrary choice of basis in a degenerate level, and how large would it be in a realistic device?

\section*{Answer}

Tunnelling reduces the texture but does not remove it. Inversion and time reversal together forbid a net spin of the doublet. They do not forbid a spin on one layer, provided that inversion carries this layer into the other one, which then holds the opposite spin.

\subsection*{What each symmetry forbids}

Let $\mathbf S$ be the expectation value of $\boldsymbol\sigma$, the spin in units of $\hbar/2$. Inversion $P$ reverses $\mathbf k$ but leaves spin alone, because spin is an axial vector. Time reversal $T$ reverses both. For a non-degenerate level this gives
\begin{equation}
P:\ \mathbf S(-\mathbf k)=\mathbf S(\mathbf k),\qquad
T:\ \mathbf S(-\mathbf k)=-\mathbf S(\mathbf k).
\end{equation}
Inversion alone therefore permits a net spin that is even in $\mathbf k$, as in a ferromagnet with an inversion centre. A non-magnetic crystal has both symmetries, and the product $\Theta=PT$ maps $\mathbf k$ to itself. It is antiunitary, so $\langle\Theta a|\Theta b\rangle=\langle b|a\rangle$, and for one electron $\Theta^2=-1$. Put $a=\psi$ and $b=\Theta\psi$:
\begin{equation}
\langle\Theta\psi|\psi\rangle=\langle\Theta\psi|\Theta^2\psi\rangle=-\langle\Theta\psi|\psi\rangle=0 .
\end{equation}
So $\psi$ and $\Theta\psi$ are orthogonal states of equal energy at the same $\mathbf k$, and each level is at least doubly degenerate.

Let $Q$ project onto such a doublet and let $\Pi_1,\Pi_2$ project onto the two layers. The spin on layer $l$, summed over the doublet, is
\begin{equation}
\mathbf S_l=\mathrm{Tr}(Q\,\Pi_l\,\boldsymbol\sigma).
\end{equation}
It is real, since $\Pi_l\boldsymbol\sigma$ is Hermitian. It is also independent of the basis chosen in the doublet, since it contains only $Q$. The symmetry acts as
\begin{equation}
\Theta Q\Theta^{-1}=Q,\qquad \Theta\Pi_1\Theta^{-1}=\Pi_2,\qquad
\Theta\boldsymbol\sigma\Theta^{-1}=-\boldsymbol\sigma .
\end{equation}
An antiunitary transformation turns a trace into its complex conjugate, which changes nothing for a real trace. Hence
\begin{equation}
\mathbf S_1=\mathrm{Tr}(\Theta Q\Pi_1\boldsymbol\sigma\Theta^{-1})
=-\mathrm{Tr}(Q\Pi_2\boldsymbol\sigma)=-\mathbf S_2 .
\label{eq:theorem}
\end{equation}
The sum vanishes, but the separate terms need not. If inversion maps a layer to itself, as it does the middle layer of a symmetric trilayer, the same argument gives $\mathbf S_m=-\mathbf S_m=0$. What matters is therefore whether the inversion centre lies on the layer being examined or between two partner layers.

\subsection*{The bilayer and its bands}

Take independent electrons, one orbital per layer, Rashba coupling linear in $k$ and spin-independent tunnelling. Let $\boldsymbol\tau$ be Pauli matrices for the layer, with $\tau_z=+1$ on layer 1. With $c=\hbar^2/2m$ and $\alpha,t>0$,
\begin{equation}
H=ck^2+\alpha\tau_z(k_y\sigma_x-k_x\sigma_y)-t\tau_x
=ck^2+h,\qquad h=\alpha k\,\tau_z\sigma_n-t\tau_x ,
\end{equation}
where $\sigma_n=\hat{\mathbf n}\cdot\boldsymbol\sigma$ and $\hat{\mathbf n}=(k_y,-k_x)/k$ is perpendicular to $\mathbf k$. Here $P$ is $\tau_x$ with $\mathbf k\to-\mathbf k$. The exchange of layers reverses $\tau_z$, the reversal of $\mathbf k$ reverses the bracket, and the Rashba term is unchanged.

Now square $h$. Since $\tau_z^2=\tau_x^2=\sigma_n^2=1$,
\begin{equation}
h^2=\alpha^2k^2+t^2-\alpha kt\,(\tau_z\tau_x+\tau_x\tau_z)\sigma_n
=\alpha^2k^2+t^2\equiv\Delta^2,
\end{equation}
because $\tau_z$ and $\tau_x$ anticommute. The eigenvalues of $h$ are thus $\pm\Delta$. Its trace is zero, so each occurs twice:
\begin{equation}
E_\nu=ck^2+\nu\Delta,\qquad \nu=\pm1,\qquad
Q_\nu=\tfrac12\left(1+\nu\frac{h}{\Delta}\right).
\end{equation}

\subsection*{The spin on each layer}

Insert $Q_\nu$ into the definition of $\mathbf S_1$, component by component:
\begin{equation}
S_{1,i}=\tfrac12\mathrm{Tr}(\Pi_1\sigma_i)
+\frac{\nu}{2\Delta}\left[\alpha k\,\mathrm{Tr}(\tau_z\Pi_1)\,\mathrm{Tr}(\sigma_n\sigma_i)
-t\,\mathrm{Tr}(\tau_x\Pi_1)\,\mathrm{Tr}(\sigma_i)\right].
\end{equation}
The first and last terms vanish because $\mathrm{Tr}\,\sigma_i=0$. In the middle term $\mathrm{Tr}(\tau_z\Pi_1)=1$ and $\mathrm{Tr}(\sigma_n\sigma_i)=2n_i$. For layer 2 the layer trace is $-1$. Therefore
\begin{equation}
\mathbf S_1=\nu p\,\hat{\mathbf n},\qquad \mathbf S_2=-\nu p\,\hat{\mathbf n},\qquad
p=\frac{\alpha k}{\sqrt{t^2+\alpha^2k^2}} .
\label{eq:p}
\end{equation}
The weight of the doublet on layer 1 is $\mathrm{Tr}(Q_\nu\Pi_1)=1$: the unit matrix gives $\tfrac12\cdot2$, and both parts of $h$ give zero. So $p$ is the degree of spin polarization of an electron found in that layer when both members of the doublet are equally occupied.

For $\alpha k\ll t$ the polarization is $p\simeq\alpha k/t$. Tunnelling then spreads the states over both layers and the two Rashba fields nearly cancel. For $\alpha k\gg t$ the layers are almost separate and $p\to1$. The change of regime lies near $k=t/\alpha$, where $p=1/\sqrt2$.

\subsection*{Is this a choice of basis?}

The spin of a single member of the doublet does depend on that choice. The layer sums do not. A convenient basis follows from the fact that $\sigma_n$ commutes with $H$. For $\sigma_n=s=\pm1$ what remains is a two-level problem in the layer variable,
\begin{equation}
h_s=s\alpha k\,\tau_z-t\tau_x,\qquad
\langle\tau_z\rangle=\nu s p,\qquad
w_1=\tfrac12(1+\nu sp),
\end{equation}
where $w_1$ is the weight on layer 1. The expectation value follows because the layer pseudospin points along or against the vector $(-t,0,s\alpha k)$, which has length $\Delta$. Each member is fully spin polarized, but opposite spins lean towards opposite layers. Summing $s\,w_1$ over $s$ returns $\nu p$, in agreement with Eq.~(\ref{eq:p}).

If $\alpha=0$ one can still choose fully polarized members, but both then have equal weight on the two layers and $\mathbf S_1=0$. A finite $\mathbf S_1$ thus expresses a correlation between spin and layer, which is a property of the whole doublet.

\subsection*{Making the hidden spin visible}

A probe that weights both layers equally finds no net spin. A potential difference $U>0$ between the layers breaks inversion and adds $U\tau_z/2$. It also commutes with $\sigma_n$, so $s\alpha k$ is replaced by $s\alpha k+U/2$:
\begin{equation}
E_{\nu,s}=ck^2+\nu\sqrt{t^2+(s\alpha k+U/2)^2}.
\end{equation}
At fixed $k$ each doublet splits by
\begin{equation}
\delta=\sqrt{t^2+(\alpha k+U/2)^2}-\sqrt{t^2+(\alpha k-U/2)^2}.
\label{eq:split}
\end{equation}
Write $f(x)=\sqrt{t^2+x^2}$. The even terms of the Taylor series about $x=\alpha k$ cancel in the difference, leaving $\delta=Uf'+U^3f'''/24+\dots$. With $f'=x/f$ and $f'''=-3t^2x/f^5$,
\begin{equation}
\delta= Up-\frac{U^3t^2\alpha k}{8\Delta^5}+\dots
\end{equation}
In this model the initial slope of the splitting against $U$ is the hidden polarization. The reason is that the members have $\langle\tau_z\rangle=\pm p$, so the potential shifts them by $\pm Up/2$. In the opposite limit, $U\gg t,\alpha k$, Eq.~(\ref{eq:split}) gives $\delta\to2\alpha k$, the ordinary Rashba splitting of an isolated layer. The potential does not create the texture from nothing; it separates in energy two textures that were superposed.

\subsection*{A worked example}

Consider two tunnel-coupled quantum wells in a narrow-gap III--V semiconductor, with opposite built-in fields. I take round values in the rough range of such structures: $m=0.05\,m_e$, so that $c=762$ meV\,nm$^2$; $\alpha=15$ meV\,nm; $t=2$ meV; and a total density $n=10^{12}$ cm$^{-2}=0.01$ nm$^{-2}$.

At zero temperature the Fermi contours satisfy $(ck^2-E_F)^2=t^2+\alpha^2k^2$, or
\begin{equation}
c^2k^4-(2cE_F+\alpha^2)k^2+E_F^2-t^2=0 .
\end{equation}
For $E_F>t$ each doublet supplies one root for $k^2$. The upper energy rises steadily from $t$. The lower one starts at $-t$ and is a convex function of $k^2$ that tends to infinity, so it crosses $E_F$ once. A doublet filled up to $k$ holds $2\pi k^2/(2\pi)^2=k^2/2\pi$ electrons per area. The sum of the roots therefore equals $2\pi n$, and
\begin{equation}
\frac{2cE_F+\alpha^2}{c^2}=2\pi n\quad\Rightarrow\quad
E_F=\pi cn-\frac{\alpha^2}{2c}=23.79\ \text{meV}.
\end{equation}
This exceeds $t$, as assumed. Solving the quadratic equation gives
\begin{equation}
k_F^2=\pi n\pm\sqrt{(\pi n)^2-\frac{E_F^2-t^2}{c^2}},
\end{equation}
that is, $k_F=0.1891$ nm$^{-1}$ for the lower doublet (outer contour) and $0.1645$ nm$^{-1}$ for the upper one (inner contour).

On the outer contour $\alpha k_F=2.837$ meV and $\Delta=\sqrt{2^2+2.837^2}=3.471$ meV, so
\begin{equation}
p=\frac{2.837}{3.471}=0.817 .
\end{equation}
The spin along $\hat{\mathbf n}$ is $-0.817$ on layer 1 and $+0.817$ on layer 2. The two members have weights $0.909$ and $0.091$ on layer 1. On the inner contour $p=2.467/3.176=0.777$, with the signs reversed. Tunnelling thus removes only about a fifth of the single-layer polarization, because both contours lie beyond $t/\alpha=0.133$ nm$^{-1}$.

A potential difference $U=2$ meV splits the outer doublet by $1.611$ meV at fixed $k$, against a linear estimate $Up=1.635$ meV. The cubic term above accounts for nearly all of the difference. On the inner contour the two values are $1.522$ and $1.554$ meV.

\subsection*{How far a real pair of wells departs from this}

The most serious departure concerns the premise. A zinc-blende crystal has no bulk inversion centre, so these wells are only approximately inversion symmetric even if the structure is perfectly mirrored. The linear Dresselhaus term is the same in both layers,
\begin{equation}
H_D=\beta(k_x\sigma_x-k_y\sigma_y),
\end{equation}
for wells grown along a cubic axis. It is odd in $\mathbf k$ and unaffected by $\tau_x$, so it breaks $P$. With $\mathbf k=k(\cos\varphi,\sin\varphi)$, its component along $\hat{\mathbf n}$ is $\beta k\sin2\varphi$ and that along $\hat{\mathbf k}$ is $\beta k\cos2\varphi$. Within a doublet the first is diagonal, with values $\pm\beta k\sin2\varphi$. The second flips $s$ and is multiplied by the overlap of the two layer states. Their pseudospin directions enclose an angle with cosine $(t^2-\alpha^2k^2)/\Delta^2$. The squared overlap is half of one plus this cosine, which is $t^2/\Delta^2$. To first order in $\beta$ the splitting is therefore
\begin{equation}
\delta_D=2\beta k\sqrt{\sin^22\varphi+(t/\Delta)^2\cos^22\varphi}.
\end{equation}

A rough bulk coefficient of $27$ meV\,nm$^3$ and hard walls $w=10$ nm apart give $\beta=27(\pi/10)^2=2.66$ meV\,nm. Numerical diagonalization of the $4\times4$ matrix around the outer contour gives splittings from $0.58$ to $1.01$ meV at $U=0$, where the symmetric model has none. The layer-1 spin of the lower pair along $\hat{\mathbf n}$ hardly moves: it stays between $-0.818$ and $-0.816$. A component along $\mathbf k$ of up to about $0.10$ also appears, with the same sign on both layers, so the pair acquires a net spin of up to $0.20$. The exact degeneracy and the exact cancellation are thus lost, while the layer spin survives. Hard walls overestimate $\beta$: for flat wells with a $5$ nm barrier between them, barrier heights of $300$ to $500$ meV and the same mass throughout, $\beta$ is only about $1.1$ to $1.4$ meV\,nm (about $1.2$ to $1.5$ in the tilted wells discussed below), and the splittings that the linear term gives at $U=0$ shrink roughly in proportion. The neglected cubic Dresselhaus term has relative scale $k_F^2/\langle k_z^2\rangle$, where $k_z$ is the wave number across the well. This is $0.36$ for hard walls but about $0.7$ to $0.9$ for the finite barriers, where the cubic term is no small correction. It reduces the component along $\hat{\mathbf n}$ and leaves the one along $\mathbf k$ unchanged. For this value of the bulk coefficient the splittings quoted for $U=0$ are therefore upper estimates, not predictions; the coefficient itself is a rough, material-dependent input, and a larger one raises them roughly in proportion.

With $U=2$ meV and the same hard-wall $\beta$, the linear term gives a splitting that ranges from $0.60$ to $2.62$ meV. At $\varphi=45^\circ$ and $135^\circ$ the Dresselhaus term is purely along $\hat{\mathbf n}$ and subtracts from or adds to the gate splitting: $1.61\mp1.01$ meV. A splitting measured in a single direction at one value of $U$ can thus misjudge $p$. The mean over these two directions, $(0.60+2.62)/2=1.61$ meV, returns the gate splitting, because here the gate splitting is larger than the Dresselhaus one.

Screening sets the gate field required. Treat the wells as charged sheets $d=15$ nm apart in a medium of relative permittivity $\epsilon_r=14$. An imbalance $n_2-n_1$ produces a field $e(n_2-n_1)/2\epsilon_0\epsilon_r$ between them, which opposes the applied field $F$:
\begin{equation}
eFd=U+\frac{e^2d\,(n_2-n_1)}{2\epsilon_0\epsilon_r}.
\end{equation}
Integrating the layer weights over the occupied states numerically, at 4 K and fixed total density, gives $n_2-n_1=4.18\times10^{10}$ cm$^{-2}$. The opposing term is $4.05$ meV, so $F=(2+4.05)\,\text{meV}/(e\cdot15\,\text{nm})=4.03$ kV/cm, three times the unscreened $1.33$ kV/cm. This is a Hartree estimate without exchange or finite well thickness. Spreading the charge over the states of flat $10$ nm wells with $400$ meV barriers lowers the opposing term to about $3.3$ meV and the field to about $3.5$ kV/cm.

The field also changes the Rashba coupling by the same signed amount in both wells. With a rough coefficient of $1.2$ nm$^2$ and the full $4.03$ kV/cm, the change is $0.48$ meV\,nm, which changes the splitting on the outer contour by $2\times0.48\times0.1891=0.18$ meV. This is an upper estimate: the transferred charge lowers the average field inside the wells to about $2.7$ kV/cm, which gives $0.12$ meV. The change is the same spin-dependent shift in both doublets, whereas the gate splitting has opposite spin order in them, so it raises the splitting of one doublet and lowers that of the other. Averaging over the two directions above does not remove this shift.

The same coefficient shows a limit of the example. To produce $\alpha=15$ meV\,nm by a field alone would take about $125$ kV/cm in each well, a drop of $125$ meV across $10$ nm. Such a field pushes the electrons towards or away from the central barrier and can change $t$ several-fold. For the finite barriers considered above, $t$ is about $0.4$ to $1.0$ meV in flat wells; with these fields it lies between about $0.1$ and $3$ meV, depending on their direction, on the barrier height and on how the field continues into the barriers. Here $\alpha$, $t$ and $d$ are independent inputs; for a real design they must be calculated together.

At 4 K, $k_BT=0.345$ meV. A mobility of $10^5$ cm$^2$/Vs corresponds to a lifetime $m\mu/e=2.84$ ps and a broadening $\hbar/\tau=0.23$ meV. Both are below the $1.6$ meV gate splitting, but the lifetime relevant to level broadening can be shorter than this transport value. If it is about seven times shorter, the broadening equals the gate splitting. A two-band estimate of non-parabolicity, with a gap of $400$ meV, raises the mass at the Fermi energy by about $2E_F/E_g=0.12$, or 12\%, if the confinement energy is neglected; including it lowers this to roughly 7 to 10\% relative to the subband edge. In a III--V semiconductor a gap of $400$ meV normally goes with a band-edge mass near $0.025\,m_e$, so the inputs used here do not describe one particular material. With that mass and the same $\alpha$, $t$ and $n$, $E_F$ would be about $48$ meV, but $p$ on the outer contour would still be $0.81$. The next subband lies $226$ meV higher for hard walls and about $116$ to $138$ meV higher for the finite barriers considered above, in either case far above $E_F$.

These numbers describe a model device with matched wells, not a measured one. Unequal wells add a built-in $U$ and unequal Rashba couplings. The doublets then generally split at $\mathbf k\ne0$, although in this model the two effects can cancel for one of the doublets at a particular value of $|\mathbf k|$ while the other stays split, and symmetry no longer enforces Eq.~(\ref{eq:theorem}). In a non-magnetic crystal with a true inversion centre between the layers, the double degeneracy and the cancellation of the layer spins are enforced by symmetry. The size of $p$ still depends on the competition between spin-orbit coupling and tunnelling.
